Low- and high-frequency diffusion on a chain with random bond rates

**Problem**

A particle hops between neighbouring sites of a one-dimensional chain with spacing a. Bond n joins sites n and n+1 and is crossed at the same rate w_n > 0 in both directions, so all sites have equal energy. The w_n are independent draws from one distribution with finite ⟨w⟩ and ⟨w²⟩. The starting site is chosen uniformly. The frequency-dependent diffusion coefficient is

D(s) = (s²/2) ∫₀^∞ e^(−st) ⟨x²(t)⟩ dt, continued to s = iω.

For ordinary diffusion, ⟨x²⟩ = 2Dt, this returns D. To avoid ends, close the chain into a ring of N bonds, count the displacement x without wrapping, and let N → ∞ before ω is taken to either limit.

(a) Reduce D(s) to the solution of one linear equation for a current on the bonds.
(b) Find D for ω → ∞.
(c) Find D for ω → 0.
(d) Evaluate both for w = ν₀ e^(−B/kT), with barriers B spread uniformly between 0 and 0.15 eV, T = 300 K, ν₀ = 10¹² s⁻¹ and a = 0.5 nm.

**Hints**

1. Under symmetric rates a uniform occupation stays uniform. Follow the mean displacement of the particles found at site m, summed over starting sites.
2. Ask what the bond current looks like when neighbouring bonds have no time to influence each other, and when they have all the time they need.
3. In an infinite chain there are arbitrarily long stretches of slow bonds, so a guess for the current needs control. For real s > 0, look for quantities that bound D from below and from above.

**Solution**

*(a) The bond equation.* Measure displacement as X = x/a. Let q_m(t) be the displacement X weighted by the probability of being at m, summed over all starting sites. The summed probability itself is 1 at every site and time. A jump from m−1 to m carries in q_{m−1} + 1, and a jump from m+1 carries in q_{m+1} − 1, so

dq_m/dt = w_{m−1}(q_{m−1} + 1 − q_m) + w_m(q_{m+1} − 1 − q_m), q_m(0) = 0.

A jump to the right changes X² by 2X + 1, a jump to the left by −2X + 1. With ⟨…⟩ the average over the ring,

d⟨X²⟩/dt = ⟨w_m(2q_m + 1) + w_{m−1}(−2q_m + 1)⟩.

Shifting the index in the second term, ⟨w_{m−1}q_m⟩ = ⟨w_m q_{m+1}⟩, gives

½ d⟨X²⟩/dt = ⟨w_m(1 + q_m − q_{m+1})⟩.

Now take Laplace transforms and set u_m = s q̃_m and

j_n = w_n(1 + u_n − u_{n+1}).

The equation for q, transformed and multiplied by s, becomes

s u_n = j_{n−1} − j_n.

Since ⟨x²⟩ starts from zero, one integration by parts turns the definition of D into s times the transform of ½ d⟨x²⟩/dt. Hence

D(s) = a²⟨j⟩.

To eliminate u, multiply j_n/w_n = 1 + u_n − u_{n+1} by s and insert s u_n and s u_{n+1}:

s j_n/w_n = s + j_{n+1} − 2j_n + j_{n−1}. (1)

*Two bounding functionals.* Let s be real and positive, and write ∇f = f_{n+1} − f_n. For any trial current φ and any trial site function y define

F[φ] = 2⟨φ⟩ − ⟨φ²/w⟩ − ⟨(∇φ)²⟩/s,
G[y] = ⟨w(1 − ∇y)²⟩ + s⟨y²⟩.

Put φ = j + η. After summation by parts the terms linear in η are 2⟨η_n[1 − j_n/w_n + (j_{n+1} − 2j_n + j_{n−1})/s]⟩, which vanish by (1). The quadratic terms are negative, so j maximizes F. Multiplying (1) by j_n/s and averaging gives ⟨j²/w⟩ + ⟨(∇j)²⟩/s = ⟨j⟩, so the maximum is F[j] = ⟨j⟩.

Put y = u + η. The linear terms are 2⟨η_n(j_n − j_{n−1} + s u_n)⟩ = 0 and the quadratic ones are positive, so u minimizes G. The minimum is ⟨j(1 − ∇u)⟩ + s⟨u²⟩ = ⟨j⟩ + ⟨u_n(j_n − j_{n−1})⟩ + s⟨u²⟩ = ⟨j⟩. Therefore

F[φ] ≤ D(s)/a² ≤ G[y] for every φ and y. (2)

*(b) High frequency.* When s is large, (1) suggests j_n = w_n: each bond responds alone, because the u_n on its two sides are still small, of order 1/s. Insert φ = w in F and y = 0 in G:

⟨w⟩ − ⟨(∇w)²⟩/s ≤ D(s)/a² ≤ ⟨w⟩.

For independent rates ⟨(∇w)²⟩ = 2⟨w²⟩ − 2⟨w⟩² = 2 Var(w), which is finite, so the two sides close:

D(∞) = a²⟨w⟩.

The high-frequency value is the arithmetic mean of the rates. It is also the initial slope of ½⟨x²⟩, because a particle that has made at most one jump samples its adjacent bonds without having to pass any other.

*(c) Low frequency.* When s → 0, (1) suggests a uniform current. With φ = c, F = 2c − c²⟨1/w⟩, which is largest at c = 1/⟨1/w⟩. Thus

D(s)/a² ≥ 1/⟨1/w⟩ for every s > 0.

For the upper bound, cut the ring into blocks of L bonds. Set y = 0 at the block edges and demand a constant current h inside each block, w_n(1 − ∇y) = h, so that ∇y = 1 − h/w_n. The steps of y must add to zero across the block, L − h Σ(1/w_n) = 0, which makes h the harmonic mean of that block. After k bonds y equals k minus a number between 0 and L, so |y| ≤ L. The first term of G averages to h²·(1/h) = h in each block, hence

D(s)/a² ≤ ⟨h_L⟩ + sL²,

where ⟨h_L⟩ is the average of h over blocks. Let s → 0 at fixed L, then L → ∞. By the law of large numbers h_L tends to 1/⟨1/w⟩. Its average does too, because h_L never exceeds the arithmetic mean of the block, whose second moment is bounded. So

D(0) = a²/⟨1/w⟩,

the harmonic mean of the rates. The bonds act as resistances 1/w in series: long-range motion must cross every one of them. If ⟨1/w⟩ diverges, the same upper bound gives D(0) = 0.

*From real s to s = iω.* Written as a matrix equation, the site equation is (s + H)u = −v, with v_n = w_n − w_{n−1} and H the symmetric hopping matrix. Also ⟨j⟩ = ⟨w⟩ + ⟨v u⟩. Expanding in the eigenvectors of H,

D(s)/a² = ⟨w⟩ − Σ_k c_k/(s + λ_k), c_k ≥ 0, λ_k > 0.

The uniform mode with λ = 0 drops out because the v_n sum to zero. Subtracting the value at s = 0,

[D(s) − D(0)]/a² = Σ_k c_k s/[λ_k(s + λ_k)].

Since |iω + λ| = √(ω² + λ²) ≥ (ω + λ)/√2, comparing term by term gives

|D(iω) − D(0)| ≤ √2 [D(s=ω) − D(0)],
|D(∞) − D(iω)| ≤ √2 [D(∞) − D(s=ω)].

On a finite ring D(0) is a² times the ring's own harmonic mean (take L = N above). Letting N → ∞ at fixed ω, both limits carry over to an ac field. The same sum gives Re D/a² = ⟨w⟩ − Σ c_k λ_k/(ω² + λ_k²), so Re D never falls as ω grows.

*(d) Numbers.* Here kT = 0.025852 eV and b = 0.15 eV/kT = 5.802. Averaging e^(−bz) and e^(bz) over z from 0 to 1,

⟨w⟩ = ν₀(1 − e^(−b))/b = 0.1718 ν₀,
1/⟨1/w⟩ = ν₀ b/(e^b − 1) = 0.01758 ν₀.

With a²ν₀ = (5.0×10⁻¹⁰ m)² × 10¹² s⁻¹ = 2.5×10⁻⁷ m²/s,

D(∞) = 4.30×10⁻⁸ m²/s, D(0) = 4.40×10⁻⁹ m²/s.

The ratio is

D(0)/D(∞) = b²/[(e^b − 1)(1 − e^(−b))] = b²/[4 sinh²(b/2)],

here 1/9.77. It tends to 1 for b → 0, when all rates become equal, and falls as b² e^(−b) for large b, when the highest barriers control the dc value.

A random ring of 100 000 bonds shows the passage between the limits; its values are in the numerical output. Its own means, 0.17115 ν₀ and 0.017565 ν₀, differ slightly from the closed forms through sampling. Re D is 5% above the ring's dc value at ω = 10⁻⁴ ν₀ and still 0.9% below its upper limit at ω = 10 ν₀, so the crossover covers about five decades. Re D grows by a factor 1.4 between 10⁻³ ν₀ and 10⁻² ν₀, 1.9 in the next decade and 2.3 in the one after: no single power law describes this range.

The bounds in (c) can be read at s = 10⁻⁸ ν₀, where the computed D/(a²ν₀) is 0.017576 and the lower bound 0.017565. Blocks of 10 bonds give the upper bound 0.0225, since short blocks have not averaged 1/w. Blocks of 100 give 0.01799, within 2.4% of the lower bound. Blocks of 1000 give 0.0276, because sL² has grown to 0.01 ν₀.

Two reservations concern the upper limit. In this example it needs ω well above the largest rate, ν₀ itself. If ν₀ is a vibration frequency, a description by instantaneous hops is no longer justified there, and the plateau is a property of the rate model rather than a prediction for a material. Moreover, w = ν₀ e^(−B/kT) describes activated hops only when B is well above kT. Bonds with B < kT are just 1/b = 17% of all bonds, yet they supply (1 − e^(−1))/(1 − e^(−b)) = 63% of D(∞).

**Variation 1: a segment with reflecting ends**

*What is the dc diffusion coefficient of N sites between two walls?*

At late times the particle is uniformly distributed and has forgotten its start. The mean squared difference of two independent uniform positions is twice their variance:

⟨X²⟩ → 2(N² − 1)/12 = (N² − 1)/6.

For N = 20 this is 66.5, as the numerical propagation also gives. Inserting the constant into the definition,

D(s) → (s²/2) a²(N² − 1)/(6s) = s a²(N² − 1)/12 → 0.

Between walls, unlike on the ring, the harmonic mean is therefore lost if ω → 0 is taken before N → ∞. Comparing this expression with a²/⟨1/w⟩ gives the estimate that a long segment imitates the infinite chain at low frequency only for ω well above 12/(N²⟨1/w⟩).

**Variation 2: the current in a weak field**

*Does the mobility of dilute carriers show the same two limits?*

Switch on a field E at t = 0 on the ring and let ε = eEa/kT. Local detailed balance, a ratio e^ε of forward to backward rate on each bond, is respected by the rates w_n e^(ε/2) along the field and w_n e^(−ε/2) against it. Write the occupation, relative to its equilibrium value, as 1 + ε y_n. To first order in ε the net current through bond n is

J_n = w_n[e^(ε/2)(1 + ε y_n) − e^(−ε/2)(1 + ε y_{n+1})] = ε w_n(1 + y_n − y_{n+1}).

Continuity, ε dy_n/dt = J_{n−1} − J_n with y_n(0) = 0, is the equation obeyed by q_n in (a). Hence y_n = q_n, and the mean carrier velocity after the step is

a⟨J⟩ = aε · ½ d⟨X²⟩/dt = (eE/kT) · ½ d⟨x²⟩/dt.

The response to a field E e^(iωt) is s times the transform of this step response, at s = iω. The mobility is therefore

μ(ω) = e D(iω)/kT,

the Einstein relation at every frequency, within linear response and this hopping model. On this chain with equal site energies the mobility rises from the harmonic to the arithmetic mean of the rates, times ea²/kT. The harmonic mean is special to one dimension: in two or three dimensions carriers can go round slow bonds, and the dc value lies above it. With this time convention the positive Im D in the output means that the current leads the field: charge piling up in front of slow bonds acts as a capacitance.

Values computed for the example and the checks

```
Five-bond cell, rates (arb. rate unit): [0.2 1.5 0.6 2.  0.9]
cell arithmetic mean: 1.04000
cell harmonic mean: 0.55901
half MSD slope, t = 1e-5: 1.03999
half MSD slope, t = 150 to 200: 0.55901
s = 0.5: D from MSD 0.681799, from response 0.681799
s = 2.0: D from MSD 0.809669, from response 0.809669
open segment of 20 sites, late MSD/a^2: 66.500
largest barrier: 0.15 eV, temperature: 300.0 K
attempt rate: 1.0e+12 1/s, spacing: 5.0e-10 m
kT: 0.025852 eV, b = barrier/kT: 5.8023
<w>/nu0, closed form: 0.17183
1/(nu0 <1/w>), closed form: 0.017580
D high frequency: 4.2957e-08 m^2/s
D dc: 4.3950e-09 m^2/s
ratio high/dc: 9.774
random ring, number of bonds: 100000
ring <w>/nu0: 0.17115
ring 1/(nu0 <1/w>): 0.017565
omega/nu0, Re D/(a^2 nu0), Im D/(a^2 nu0):
  1e-08  0.017572  0.000009
  1e-06  0.017662  0.000089
  1e-05  0.017841  0.000272
  1e-04  0.018416  0.000915
  1e-03  0.020406  0.003243
  1e-02  0.027920  0.011019
  1e-01  0.053793  0.030176
  1e+00  0.123156  0.047383
  1e+01  0.169695  0.011020
  1e+03  0.171153  0.000113
Bounds at real s = 1e-08 nu0, D/(a^2 nu0):
  computed D: 0.017576, lower bound: 0.017565
  L = 1: block mean 0.171154, upper bound 0.171154
  L = 10: block mean 0.022493, upper bound 0.022494
  L = 100: block mean 0.017885, upper bound 0.017985
  L = 1000: block mean 0.017599, upper bound 0.027599
s(<w> - D/a^2)/nu0^2 at s = 1000 nu0: 0.11235
mean squared neighbour difference /nu0^2: 0.11250
2 Var(w)/nu0^2: 0.11237
```
